# Peak condition for thermally stimulated current under a linear temperature ramp

A silicon diode containing a trap of activation energy 0.42 eV is warmed at 0.2 K/s, and its emission current peaks at 163.1 K. There the emission rate is $0.0391\ \mathrm{s^{-1}}$, so the mean emission time is 25.6 s. In that time the ramp advances by 5.1 K. Over the same 5.1 K, to first order, the emission rate grows by a factor $\exp(1)$. The equality of these two temperature intervals is the peak condition.

## Result and assumptions

A one-sided p$^+$n junction is held at fixed total bias $V$. Its depletion region contains one electron trap, filled uniformly to density $n_0$ at low temperature. The ramp is $T=T_0+\beta t$ with $\beta>0$. Emission is first order: $dn/dt=-e_n n$, where $n$ is the density of filled traps and $e_n$ the emission rate. Recapture and hole emission are neglected, and $e_n$ is taken to be independent of the electric field. The capture cross-section $\sigma$ does not depend on temperature, and the depletion width $W$ is constant. The current then peaks at the temperature $T_m$ that satisfies

$$
e_n(T_m)=\frac{\beta\,(E+2kT_m)}{kT_m^2},
$$

provided the ramp starts below $T_m$ and continues past it. Here $E>0$ is the activation energy. Neither $n_0$ nor the area $A$ appears, and within these assumptions the bias does not either.

## Emission rate

In equilibrium, capture and emission balance. An empty trap captures electrons at the rate $\sigma v n_c$, with $v$ the rms thermal speed and $n_c$ the free-electron density. For occupation probability $f$,

$$
e_n f=\sigma v n_c(1-f).
$$

Without degeneracy factors, $(1-f)/f=\exp[(E_T-E_F)/kT]$, where $E_T$ is the trap level and $E_F$ the Fermi level. In non-degenerate material $n_c=N_c\exp[-(E_C-E_F)/kT]$, where $E_C$ is the conduction-band edge. In the product $E_F$ cancels:

$$
e_n=\sigma vN_c\exp\left(-\frac{E_C-E_T}{kT}\right).
$$

The difference $E_C-E_T$ is a free energy, $E-T\Delta S$. The factor $\exp(\Delta S/k)$ and the degeneracy ratio are constants and are absorbed in $\sigma$, which is therefore an apparent cross-section. The enthalpy $E$ remains in the exponent.

Silicon has six valleys with one longitudinal mass $m_l$ and two transverse masses $m_t$. Adding their densities of states gives

$$
N_c=2\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2},\qquad
m_d=6^{2/3}(m_lm_t^2)^{1/3}.
$$

Equipartition gives $m_i\langle v_i^2\rangle=kT$ along each axis, hence

$$
v=\sqrt{\frac{3kT}{m_v}},\qquad
\frac{3}{m_v}=\frac1{m_l}+\frac2{m_t}.
$$

Since $v\propto T^{1/2}$ and $N_c\propto T^{3/2}$,

$$
e_n=CT^2\exp(-E/kT),\qquad
C=2\sigma\sqrt{\frac{3k}{m_v}}\left(\frac{2\pi m_dk}{h^2}\right)^{3/2}.
$$

## From emission to external current

An emitted electron does not in general contribute a full charge $q$ to the external circuit. Let $x=0$ be the junction and $x=W$ the depletion edge on the n side. The net positive charge density is $qN(x,t)$. For an acceptor trap in donor density $N_D$, $N=N_D-n$. The voltage drop in the p$^+$ side is neglected. Integrating Poisson's equation twice, with zero field at $W$, gives

$$
V=\frac q\varepsilon\int_0^WxN\,dx,\qquad
\frac QA=q\int_0^WN\,dx,
$$

where $Q$ is the depletion charge and $\varepsilon$ the permittivity. An equal and opposite charge sits on the p$^+$ side, so the magnitude of the circuit current is $I=|dQ/dt|$.

At fixed $V$, differentiation including the moving limit gives

$$
0=WN(W)\frac{dW}{dt}+\int_0^Wx\frac{\partial N}{\partial t}\,dx.
$$

The rate of change of charge is

$$
\frac1A\frac{dQ}{dt}=q\left[N(W)\frac{dW}{dt}+\int_0^W\frac{\partial N}{\partial t}\,dx\right].
$$

Eliminating $dW/dt$ and using $\partial N/\partial t=e_nn$,

$$
I=qA\int_0^W\left(1-\frac xW\right)e_nn\,dx.
$$

An electron emitted near the junction crosses nearly the whole region and counts almost fully; one emitted near the edge counts little. For uniform $n$ the integral of the weight is $W/2$, so

$$
I=\tfrac12qAWe_nn.
$$

This remains true while $W$ changes, if $W$ is given its instantaneous value.

## The maximum

Because $dT=\beta\,dt$, the rate equation becomes

$$
\frac{dn}{dT}=-\frac{e_n}{\beta}n.
$$

For constant $W$, $\ln I$ is a constant plus $\ln e_n+\ln n$. Therefore

$$
\frac{d\ln I}{dT}=\frac{d\ln e_n}{dT}-\frac{e_n}{\beta}.
$$

From $\ln e_n=\ln C+2\ln T-E/kT$,

$$
\frac{d\ln e_n}{dT}=\frac2T+\frac E{kT^2}=\frac{E+2kT}{kT^2}.
$$

Setting $d\ln I/dT=0$ gives the stated condition. The first term describes faster emission from each filled trap, the second the loss of filled traps.

The term $E/kT^2+2/T$ falls steadily from infinity to zero as $T$ rises, whereas $e_n/\beta$ rises steadily from zero without bound. They cross once. Below the crossing $d\ln I/dT$ is positive and above it negative, so the crossing is a maximum. If $T_0>T_m$, the current falls from the start and its initial maximum must not be inserted in the condition.

For a prefactor proportional to $T^p$, the same differentiation replaces $2kT_m$ by $pkT_m$. A constant prefactor has $p=0$ and gives $e_n=\beta E/(kT_m^2)$. If capture is itself activated, $\sigma=\sigma_\infty\exp(-E_\sigma/kT)$, the energy in the condition is $E+E_\sigma$.

The condition was tested by integrating the rate equation and locating the maximum of the resulting current. Three cases used $E=0.42$ eV and $\sigma=2\times10^{-15}\ \mathrm{cm^2}$ at 0.05, 0.2 and 0.8 K/s. The others used 0.17 eV, $10^{-14}\ \mathrm{cm^2}$, 1 K/s and 0.30 eV, $10^{-16}\ \mathrm{cm^2}$, 0.1 K/s. The largest disagreement was 0.00023 K.

## Solving for the peak and its sensitivity

With $u=E/kT$, the condition reads $e_nT/\beta=u+2$. A convenient function for root finding is

$$
G(T)=\ln\frac{e_nT}{\beta(u+2)},\qquad G(T_m)=0.
$$

Since $d\ln e_n/d\ln T=u+2$ and $du/d\ln T=-u$,

$$
s\equiv\frac{dG}{d\ln T}=u+3+\frac u{u+2}
=u+4-\frac2{u+2}.
$$

Newton's step is $\ln T\to\ln T-G/s$. For the example, a start at 150 K gives 162.6 K after one step and 163.1 K after the next. A bracketed root search is a safe alternative because $G$ increases steadily.

The same derivative gives the effect of a small error. If $e_n$ is multiplied by a factor $r$ close to one, then

$$
\Delta T_m\simeq-\frac{T_m}{s}\ln r.
$$

At the example's peak $u=29.89$ and $s=33.8$. Doubling $\sigma$ gives an estimated shift of $-3.3$ K, in agreement with the directly solved value of $-3.28$ K. A change in $E$ at fixed $C$ gives

$$
\frac{dT_m}{dE}=\frac{T_m}{s}
\left(\frac1{kT_m}+\frac1{E+2kT_m}\right),
$$

or 0.35 K/meV here. A factor of two in an assumed cross-section therefore corresponds to about 9 meV in an energy inferred from one peak.

## Remaining charge and peak shape

If emission before the ramp is negligible, the lower limit of the integral for $n$ may be set to zero:

$$
\ln\frac{n_0}{n}=\frac C\beta\int_0^T T'^2\exp(-E/kT')\,dT'.
$$

Put $w=E/kT'$, so $dT'=-(E/kw^2)\,dw$. The integral becomes $(E/k)^3\int_u^\infty w^{-4}\exp(-w)\,dw$. With $w=uy$ and

$$
\mathrm E_4(u)=\int_1^\infty y^{-4}\exp(-uy)\,dy,
$$

it equals $T^3\mathrm E_4(u)$. Hence

$$
\ln\frac{n_0}{n}=\frac{e_nT}{\beta}\exp(u)\mathrm E_4(u).
$$

At the peak $e_nT/\beta=u+2$, so

$$
\frac{n(T_m)}{n_0}=\exp[-(u+2)\exp(u)\mathrm E_4(u)].
$$

For large $u$, integration by parts gives $\exp(u)\mathrm E_4(u)=u^{-1}[1-4/u+O(u^{-2})]$. The exponent is then $-1+2/u+O(u^{-2})$, and

$$
\frac{n(T_m)}{n_0}\simeq\frac{1+2/u}{\exp(1)}.
$$

For $u=29.89$ this gives 0.3925; the closed form and the integrated rate equation both give 0.389. More than a third of the traps are still filled at the maximum.

The large-$u$ shape follows by writing $T=T_m+z\Delta$, with $\Delta=T_m/(u+2)$. Near the peak $e_n$ grows as $\exp(z)$ and, to leading order, $e_n\Delta/\beta=\exp(z)$. Integrating the rate equation gives $n\propto\exp[-\exp(z)]$, so

$$
\frac I{I_m}\simeq\exp[1+z-\exp(z)].
$$

Half height occurs at $z=-1.46$ and $z=0.99$. The low-temperature side is wider, and the full width is about $2.45\Delta$. With $\Delta=5.11$ K this is 12.5 K, compared with 12 K from the integrated curve.

## Energy from several ramp rates

Multiplying out the peak condition gives

$$
\frac{T_m^4}{\beta}=\frac{E+2kT_m}{kC}\exp(E/kT_m).
$$

Let $X=1/(kT_m)$. Then

$$
\ln\frac{T_m^4}{\beta}=EX+\ln(E+2/X)-\ln(kC),
$$

and the slope against $X$ is

$$
E-\frac{2/X^2}{E+2/X}
=E-\frac{2(kT_m)^2}{E+2kT_m}.
$$

If the ordinate is $\ln(T_m^2/\beta)$, one subtracts $2\ln T_m$. Since $d\ln T_m/dX=-kT_m$, this adds $2kT_m$ to the slope.

The simulated peaks are 156.65 K at 0.05 K/s and 170.038 K at 0.8 K/s. Between them $\ln(T_m^4/\beta)$ changes by $0.328-2.773=-2.445$, while $X$ changes by $-5.833\ \mathrm{eV^{-1}}$. The slope is 0.4191 eV. Adding the predicted deficit of 0.9 meV recovers 0.420 eV. The ordinate with $T_m^2$ gives 0.447 eV, which is 27 meV too high for a $T^2$ prefactor if left uncorrected.

Thermal lag can cause a larger error. Suppose the thermometer leads the diode by $\beta\tau$, with $\tau=2$ s at both rates. The recorded peaks become 156.75 K and 171.64 K, and the $T_m^4$ slope drops to about 0.375 eV. A lag of only 0.4 K at 0.2 K/s thus belongs to a setup that would underestimate the energy by about 45 meV over this range of rates. The lag must be corrected before the fit, or the fastest ramp reduced.

## Worked current

The example uses $N_D=2\times10^{14}\ \mathrm{cm^{-3}}$, $n_0=10^{13}\ \mathrm{cm^{-3}}$, $A=25\ \mathrm{mm^2}$ and $V=10$ V. With the emptied-trap charge density,

$$
W=\sqrt{\frac{2\varepsilon V}{qN_D}}=8.04\ \mathrm{\mu m}.
$$

The prefactor is $C=1.401\times10^7\ \mathrm{s^{-1}K^{-2}}$. At the root, $kT_m=14.05$ meV, and the right side of the condition is

$$
\frac{\beta(u+2)}{T_m}
=\frac{0.2\times31.89}{163.09}
=0.0391\ \mathrm{s^{-1}}.
$$

The external charge for constant $W$ is $\tfrac12qAWn_0=161$ pC. The peak current is

$$
I_m=161\ \mathrm{pC}\times0.0391\ \mathrm{s^{-1}}\times0.389
=2.45\ \mathrm{pA}.
$$

Omitting $2kT_m$ while keeping the same $T^2$ emission rate would place the peak 0.31 K too low.

## When the depletion edge moves

As acceptor traps empty, $N=N_D-n$ grows and $W\propto N^{-1/2}$ shrinks. The logarithmic derivative of $I$ gains $-\tfrac12d\ln N/dT$. Since $dN/dT=e_nn/\beta$, the maximum now satisfies

$$
\frac{E+2kT}{kT^2}
=\frac{e_n}{\beta}\left(1+\frac n{2N}\right).
$$

The simple condition requires $n\ll2N$ at the peak. In the example the shift is $-0.05$ K and the peak current is 2.47 pA. If $n_0=0.3N_D$, with the other settings unchanged, the shift is $-0.33$ K. The peak position then depends weakly on the filling.

## Relation to a real diode

The energy and cross-section are rough values in the regime of the singly charged divacancy in silicon. The doping is that of a lightly doped diode. Irradiated silicon can contain several traps, and this breaks the single-level assumption. At equal $C$, a level 30 meV deeper would peak about 11 K higher. That is less than the 12 K peak width, so the two signals would overlap strongly and the measured maximum could lie between the separate peaks. The single-peak condition should then be applied only after the components have been separated.

Filling also matters. Cooling at zero bias leaves traps near the junction empty, where the current weight is largest. For a rough built-in voltage of 1 V, this alone reduces the signal to 0.72 of the ideal $\tfrac12qAWn_0$, and to 0.69 once the edge-layer loss described next is included. Traps within $\lambda=1.31\ \mathrm{\mu m}$ of the depletion edge lie below the Fermi level and stay filled under bias. Integrating the current weight over this layer gives a loss of $(\lambda/W)^2=2.7\%$ of the full signal. With a spatially uniform $e_n$ and a fixed $\lambda$, these geometric factors change the amplitude but not $T_m$.

Emission leaves this acceptor neutral, so the departing electron sees no attractive Coulomb barrier for the field to lower. Tunnelling remains. If an electron leaves at an energy $\eta$ below the band edge, it saves $\eta/kT$ in the thermal exponent. Crossing the triangular barrier in field $F$ costs $4\sqrt{2m_t}\,\eta^{3/2}/(3\hbar qF)$. The net gain is greatest at $\sqrt\eta=\hbar qF/(2\sqrt{2m_t}\,kT)$, where the cost is two thirds of the saving. The rate factor is therefore approximately

$$
\exp\left[\frac{(\hbar qF)^2}{24m_t(kT)^3}\right].
$$

At the largest field, 24.9 kV/cm, and with the lighter mass, it is 1.038. Held at this value and applied to all traps, the factor would shift the peak by $-0.18$ K. Its growth towards low temperature adds about $-0.02$ K; the field is lower elsewhere. The exponent here is only 0.04, too small for the choice of a single best $\eta$ to be justified by itself. The thermal electron density in a uniform field supplies the missing support. Let $b=1/kT$ and $H=p^2/2m_t-qFx$. Acting on a plane wave of momentum $p$, $\exp(-bH)$ gives $\exp(bqFx+ipx/\hbar-\phi)$ with $d\phi/db=(p-i\hbar qFb)^2/2m_t$ and $\phi=0$ at $b=0$. Integrating over $b$ and then $\exp(-\phi)$ over $p$ multiplies the classical density at each point by exactly the factor above. Taking the emission rate to scale with this density is still an estimate, and it is not an upper bound. The factor equals $\exp[(qF)^2\tau_2^3/(3m_t\hbar)]$ with $\tau_2=\hbar/2kT$. For a deep trap, lattice relaxation can add a defect tunnelling time to $\tau_2$. An assumed addition of $2$ to $4\times10^{-14}$ s raises the factor at the largest field to between 1.27 and 2.1 and, with the field resolved across the region, shifts the peak by $-0.6$ to $-2.0$ K. Summing the barrier gain over all $\eta$ instead of taking the best one, as is common in device models, gives a factor of 1.9 and a shift of about $-2.4$ K. Field enhancement in a real diode should therefore be checked by repeating the ramp at another bias.

Background currents need separate treatment. If the built-in voltage is assumed to fall by 2 mV/K, a value on the high side for this doping and temperature, the displacement current is 0.13 pA, about 5% of the peak and opposite in sign to the emission current. The temperature dependence of the permittivity adds a smaller displacement current, which is neglected here. A constant baseline does not move the maximum but does alter its height. Ordinary leakage, assumed to be 10 nA at 300 K and scaled with half the band gap, is about $8\times10^{-5}$ pA at the peak. Leakage with a weaker temperature dependence, such as surface leakage, could be larger and should be measured on a ramp without trap filling.

For equal electron and hole prefactors, the hole emission rate is about $3\times10^{-10}$ of the electron rate. The recapture estimate $\sigma n_0W$ is $1.6\times10^{-5}$, to be multiplied by the ratio of thermal to drift speed. Both support first-order electron emission in this example. The numerical output below lists the inputs and estimates.

## Values computed for the example and the checks

```
Activation energy E: 0.42 eV
Apparent cross-section: 2e-15 cm^2
Longitudinal mass: 0.92 m0
Transverse mass: 0.19 m0
Density-of-states mass, six valleys: 1.061 m0
Velocity mass: 0.2583 m0
Relative permittivity: 11.7
Donor density: 2e+14 cm^-3
Filled-trap density at start: 1e+13 cm^-3
Area: 25 mm^2
Total junction bias: 10 V
Ramp rate: 0.2 K/s
Prefactor C: 1.401e+07 s^-1 K^-2
Peak temperature from condition: 163.086 K
Peak temperature from simulation: 163.085 K
Worst peak error, five test cases: 0.00023 K
kTm: 14.05 meV
u = E/kTm: 29.89
Emission rate at peak: 0.0391 s^-1
Peak shift if 2kTm is dropped: -0.311 K
Trapped fraction at peak, closed form: 0.389
Trapped fraction at peak, simulation: 0.389
Trapped fraction at peak, (1+2/u)/e: 0.3925
Full width at half maximum: 12 K
Depletion width: 8.041 um
Released external charge, constant W: 161 pC
Peak current, constant W: 2.45 pA
Peak current, moving edge: 2.474 pA
Simulated peak at 0.05 K/s: 156.65 K
Simulated peak at 0.8 K/s: 170.038 K
Energy from ln(Tm^4/beta) slope: 0.41911 eV
Predicted deficit of that slope: 0.886 meV
Energy from ln(Tm^2/beta) slope: 0.44724 eV
Peak shift, moving edge: -0.048 K
Peak shift, moving edge, n0 = 0.3 ND: -0.33 K
Largest field: 24.9 kV/cm
Tunnelling rate factor at largest field: 1.038
Peak shift from that factor: -0.18 K
Edge layer with traps still filled: 1.31 um
Signal fraction lost to edge layer: 0.027
Assumed built-in voltage: 1 V
Signal ratio, zero-bias/full filling: 0.69
Assumed band gap: 1.15 eV
Hole/electron emission ratio at peak: 2.6e-10
Recapture estimate sigma*NT*W: 1.6e-05
Assumed thermal lag time: 2 s
Temperature lag: 0.4 K
Assumed built-in voltage drift: 2 mV/K
Current from built-in voltage drift: 0.13 pA
Assumed leakage at 300 K: 10 nA
Leakage scaled to peak temperature: 7.8e-05 pA
Peak shift if cross-section is doubled: -3.28 K
```
